# Point-defect relaxation energy from Kanzaki forces and its 1/N finite-size error, part 2

A substitutional defect sits at the origin of an unstressed, stable host with one atom per primitive cell (volume $V_0$, lattice vectors $\mathbf a_i$). The supercell has edges $n\mathbf a_i$ and $N=n^3$ cells. How does its relaxation energy $E_N$, measured from $E_0$, approach the isolated-defect value $E_\infty$? Energies are in eV, lengths in Å.

Atom $l$ has ideal position $\mathbf R_l$, displacement $\mathbf u_l$ and Kanzaki force $\mathbf F_l$; $u$ and $F$ list these.
$$E(u)=E_0-F\cdot u+\tfrac12\,u\cdot(\Phi+\Delta\Phi)u. \qquad (1)$$
$\Phi$ holds the host force constants, $\Delta\Phi$ their change. Finite-range patterns $w_s$ with zero total force give $F=\sum_sf_sw_s$ and $\Delta\Phi=\sum_{st}w_s\Delta_{st}w_t^T$.

With $\mathbf F(\mathbf q)=\sum_l\mathbf F_le^{-i\mathbf q\cdot\mathbf R_l}$ and $C(\mathbf q)=\sum_{\mathbf R}\Phi(\mathbf R)e^{-i\mathbf q\cdot\mathbf R}$, $\Delta\Phi=0$ gives
$$E-E_0=-F\cdot u+\tfrac12u\cdot F=-\tfrac12F\cdot u, \qquad (7)$$
$$E_N=-\frac1{2N}\sum_{\mathbf q\neq0}g(\mathbf q),\qquad g(\mathbf q)=\mathbf F(\mathbf q)^\dagger C(\mathbf q)^{-1}\mathbf F(\mathbf q), \qquad (4)$$
$$E_\infty=-\tfrac12\langle g\rangle,\qquad\langle g\rangle=\frac{V_0}{(2\pi)^3}\int_{\rm BZ}d^3q\;g(\mathbf q). \qquad (16)$$
The supercell wavevectors are $\mathbf q_{\mathbf m}=\frac1n\sum_im_i\mathbf b_i$, with integers $m_i$ and $\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}$.

Near $\mathbf q=0$, $g=g_0(\hat{\mathbf q})+g_2(\mathbf q)+O(q^4)$, with $g_2$ homogeneous of degree 2 and
$$g_0(\hat{\mathbf q})=\frac1{V_0}\,(P\hat{\mathbf q})\cdot K(\hat{\mathbf q})^{-1}(P\hat{\mathbf q}),\qquad K_{ik}(\hat{\mathbf q})=\sum_{jl}c_{ijkl}\hat q_j\hat q_l, \qquad (13)$$
$$C_{ik}(\mathbf q)=V_0\sum_{jl}c_{ijkl}q_jq_l+O(q^4)=V_0q^2K_{ik}(\hat{\mathbf q})+O(q^4). \qquad (15)$$
Here $P_{ij}=\sum_lF_{l,i}R_{l,j}$ is the dipole and $c_{ijkl}$ are the elastic constants.

For $\Delta\Phi\neq0$, with $G$ the inverse of $\Phi$ outside the translations and $\Gamma_{st}=w_s\cdot G\,w_t$,
$$E_N=-\tfrac12F\cdot G\tilde F,\qquad \tilde F=F-\Delta\Phi\,u, \qquad (5)$$
$$\tilde f=f-\Delta\Gamma\tilde f\quad\Rightarrow\quad\tilde f=(1+\Delta\Gamma)^{-1}f,\qquad E_N=-\tfrac12f^T\Gamma(1+\Delta\Gamma)^{-1}f. \qquad (12)$$
The effective forces $\tilde F=\sum_s\tilde f_sw_s$ have dipole $\tilde P$.

Two parts of the theorem remain to be proved.

**(c)** At fixed cell vectors, as $n\to\infty$,
$$E_N=E_\infty+\frac{\kappa}{2N}+O(N^{-5/3}), \qquad (6)$$
with $\kappa$ defined by (17) below.

**(d)** If the cell vectors relax to zero stress by a symmetric strain, $\kappa$ is replaced by $\kappa-\tilde P{:}S{:}\tilde P/V_0$, where $S$ is the elastic compliance.

### Lemma 2: mesh error of a homogeneous function

*Let $h(\mathbf m)$ be homogeneous of degree $s\ge0$ and smooth away from the origin. Let $\eta$ be a smooth function of bounded support that equals 1 near the origin. Then*
$$\kappa_h=\lim_{t\to0}\Big[\int d^3m\,h(\mathbf m)\eta(t\mathbf m)-\sum_{\mathbf m\ne0}h(\mathbf m)\eta(t\mathbf m)\Big] \qquad (17)$$
*exists and does not depend on $\eta$. The bracket approaches it faster than any power of $t$.*

The $\kappa$ of the theorem is $\kappa_h$ for $h(\mathbf m)=g_0(\hat{\mathbf q}_{\mathbf m})$, taken with the dipole $\tilde P$.

*Proof.* Call the bracket $B_\eta(t)$, and take two such cutoffs $\eta,\eta'$. The function $\psi(\mathbf x)=h(\mathbf x)[\eta(\mathbf x)-\eta'(\mathbf x)]$ vanishes near the origin, so it is smooth everywhere. Homogeneity gives $h(\mathbf m)=t^{-s}h(t\mathbf m)$, and
$$B_\eta(t)-B_{\eta'}(t)=t^{-s}\Big[\int d^3m\,\psi(t\mathbf m)-\sum_{\mathbf m}\psi(t\mathbf m)\Big]=-t^{-s-3}\sum_{\mathbf k\ne0}\hat\psi(2\pi\mathbf k/t).$$
The last step is Poisson's summation formula, with integer vectors $\mathbf k$ and the Fourier transform $\hat\psi$. Its term $\mathbf k=0$ is the integral. Since $\psi$ is smooth with bounded support, $\hat\psi$ falls faster than any power, and so does the difference as $t\to0$.

Now choose $\eta'(\mathbf x)=\eta(\mathbf x/2)$, for which $B_{\eta'}(t)=B_\eta(t/2)$. The steps between $t,t/2,t/4,\dots$ have a convergent sum smaller than any power of $t$, so a limit exists along this sequence. Choosing $\eta'(\mathbf x)=\eta(c\mathbf x)$ for other $c$ shows that every sequence has the same limit. Two different cutoffs share it as well. $\square$

**Remark 3 (evaluating $\kappa$).** A convenient cutoff is $\chi=e^{-x}(1+x+x^2/2+x^3/6)$ with $x=\alpha m^2$. It deviates from 1 by order $x^4$, so $h(\chi-\eta)$ vanishes as $m^8$ for $s=0$. Its derivatives up to order ten are integrable, hence its transform falls at least as the tenth power. With $t=\sqrt\alpha$, the error of the bracket is then $O(t^{10-3})$, which also vanishes. For a cubic mesh the integral is the angular average of $h$ times
$$\int d^3m\,\chi=\Big(\frac\pi\alpha\Big)^{3/2}\Big(1+\frac32+\frac{15}8+\frac{35}{16}\Big).$$

### Proof of (c)

Take first $\Delta\Phi=0$. Let $\eta_\Lambda(\mathbf q)$ be a cutoff as in Lemma 2, at a fixed scale $\Lambda$ inside the Brillouin zone, and split
$$g=\eta_\Lambda g_0+\eta_\Lambda g_2+r. \qquad (18)$$

*The remainder.* Near the origin $r=O(q^4)$, and elsewhere it is smooth and periodic. Its sixth derivatives grow at most as $q^{-2}$, which is integrable in three dimensions, so its Fourier coefficients fall at least as $R^{-6}$. The mesh average of $e^{i\mathbf q\cdot\mathbf R}$ is 1 if $\mathbf R$ is a supercell translation and 0 otherwise. The mesh error of $r$ is therefore the sum of its coefficients at nonzero supercell translations, whose lengths scale with $n$. It is $O(n^{-6})$. Leaving out $\mathbf q=0$ changes nothing, since $r(0)=0$.

*The leading term.* Insert $\mathbf q=\mathbf q_{\mathbf m}$. One mesh point occupies the volume $(2\pi)^3/(NV_0)$, so $V_0\,d^3q/(2\pi)^3=d^3m/N$. The cutoff at fixed $\Lambda$ becomes a function of $t\mathbf m$ with $t\propto1/n$, and $g_0$ depends on direction alone. Hence
$$\frac1N\sum_{\mathbf q\ne0}\eta_\Lambda g_0-\langle\eta_\Lambda g_0\rangle=-\frac1N\Big[\int d^3m\,g_0\eta-\sum_{\mathbf m\ne0}g_0\eta\Big]=-\frac\kappa N, \qquad (19)$$
up to terms smaller than any power of $1/n$. The limit $t\to0$ of the lemma is the limit of a large supercell.

*The next term.* Since $g_2(\mathbf q_{\mathbf m})=n^{-2}g_2(n\mathbf q_{\mathbf m})$, Lemma 2 with $s=2$ gives an error of order $n^{-3}\,n^{-2}=N^{-5/3}$.

Multiplying the sum of these errors by $-\frac12$ gives (6) for $\Delta\Phi=0$.

*Changed force constants.* The result just proved holds for any forces built from the patterns. Since $f^T\Gamma f=-2E_N$, it states that $f^T\Gamma_Nf=f^T\Gamma_\infty f-\kappa[f]/N+O(n^{-5})$ for every $f$. Here $\kappa[f]$ is the quadratic form (17) with the dipole of $\sum_sf_sw_s$. So $\delta\Gamma=\Gamma_N-\Gamma_\infty$ is of order $1/N$. To first order in $\delta\Gamma$,
$$\begin{aligned}\delta\big[\Gamma(1+\Delta\Gamma)^{-1}\big]&=\big[1-\Gamma(1+\Delta\Gamma)^{-1}\Delta\big]\,\delta\Gamma\,(1+\Delta\Gamma)^{-1}\\&=(1+\Gamma\Delta)^{-1}\,\delta\Gamma\,(1+\Delta\Gamma)^{-1}.\end{aligned}$$
The second line uses $\Gamma(1+\Delta\Gamma)^{-1}=(1+\Gamma\Delta)^{-1}\Gamma$. Since $\Gamma$ and $\Delta$ are symmetric, $f^T(1+\Gamma\Delta)^{-1}=\tilde f^T$, and
$$\delta E=-\tfrac12\tilde f^T\delta\Gamma\,\tilde f=\frac{\kappa[\tilde f]}{2N}+O(n^{-5}). \qquad (20)$$
The second order in $\delta\Gamma$ adds $O(N^{-2})=O(n^{-6})$. So the effective forces enter twice here, although the energy itself has one bare factor. $\square$

**Remark 4 (the missing term is part of $\kappa$).** If $g_0$ were constant, the integral and the full mesh sum in (17) would agree in the limit. The difference would be the omitted term at $\mathbf m=0$, and $\kappa=g_0$. For a general $g_0$ with angular average $\bar g$,
$$\kappa=\bar g+\kappa_{g_0-\bar g}.$$
The second part is a mesh error due to the discontinuity, and it has the same order. On a cubic mesh with a radial cutoff, angular functions of order $l=2$ sum to zero by symmetry. The first that can contribute have $l=4$.

**Remark 5 (images).** A function homogeneous of degree 0 has a Fourier transform that scales as $R^{-3}$ away from the origin. This is the distance law of the interaction of two elastic dipoles. The nearest images lie at a distance proportional to $n$, so for large $n$ the leading part of their interaction scales as $n^{-3}=1/N$. At short distances the higher terms of $g$ can outweigh it. The bare sum of $R^{-3}$ over all images does not converge absolutely. For a cubic supercell, Poisson's formula shows that the sum over spherical shells of images gives the part $\kappa-\bar g$ of Remark 4, which is 0.172 of 0.395 eV in the example below. The part $\bar g$ comes from the omitted term at $\mathbf q=0$, that is from fixed cell vectors holding the mean strain at zero. For an isotropic host with a pure dilatation the $R^{-3}$ interaction vanishes at every image, yet $\kappa=g_0$.

**Remark 6 (zero dipole).** If $\tilde P=0$, then $g_0$ and the $1/N$ term vanish. For unchanged force constants and a force pattern that is odd under inversion, $\mathbf F(\mathbf q)$ is odd and starts at order $q^3$. Then $g$ starts at degree 4, and Lemma 2 with $s=4$ gives an error of order $n^{-7}$.

### Proof of (d), and the stress of the fixed cell

Let the cell have a uniform symmetric strain $\varepsilon$, so that atom $l$ moves by $\varepsilon\mathbf R_l+\mathbf u_l$. A uniform strain leaves each host atom at a centre of inversion, hence without force. The host energy therefore has no term that mixes $\varepsilon$ and $u$, and it equals $\frac12u\cdot\Phi u+\frac12NV_0\,\varepsilon{:}c{:}\varepsilon$. A pattern now senses $w_s\cdot u+p_s{:}\varepsilon$, with $p_{s,ij}=\sum_lw_{s,l,i}R_{l,j}$. Since $\varepsilon$ is symmetric, only the symmetric parts of these tensors enter here.

For $\Delta\Phi=0$ the strain terms are $\frac12NV_0\,\varepsilon{:}c{:}\varepsilon-P{:}\varepsilon$. Their minimum is at $\varepsilon=S{:}P/(NV_0)$ and has the value $-P{:}S{:}P/(2NV_0)$, with no higher terms in $1/N$.

For $\Delta\Phi\ne0$, treat $(u,\varepsilon)$ as one set of coordinates. The algebra of (12) is unchanged, with $\Gamma_{st}$ replaced by $\Gamma_{st}+p_s{:}S{:}p_t/(NV_0)$. This adds to $\delta\Gamma$, and (20) gives the coefficient $\frac12(\kappa-\tilde P{:}S{:}\tilde P/V_0)$. $\square$

At fixed cell vectors the relaxed supercell is under stress. Differentiating the energy with respect to $\varepsilon$ at $\varepsilon=0$ leaves the defect terms:
$$\frac{\partial E}{\partial\varepsilon}=-\sum_sp_s\Big(f_s-\sum_t\Delta_{st}\,w_t\cdot u\Big)=-\sum_s\tilde f_sp_s=-\tilde P. \qquad (21)$$
The mean stress is $-\tilde P/(NV_0)$, where the symmetric part of $\tilde P$ is meant. If $\tilde P$ is symmetric, as in the example below, a supercell calculation thus supplies the dipole needed for its own correction. This dipole carries an error of order $1/N$, which changes the corrected energy by order $N^{-2}$.

### A worked example

Take a simple cubic crystal with $a=3$ Å and central springs $k_1=2$ and $k_2=1$ eV/Å$^2$ between first and second neighbours. These are round model values. Counting each bond $\mathbf b$ once, $C(\mathbf q)\to\sum_{\mathbf b}k_b\,\hat{\mathbf b}\hat{\mathbf b}^T(\mathbf q\cdot\mathbf b)^2$ at small $q$. Comparison with (15) gives
$$C_{11}=\frac{k_1+2k_2}a=1.333,\qquad C_{12}=C_{44}=\frac{k_2}a=0.333\ \text{eV/Å}^3 .$$

The defect pushes its six neighbours outward, with 0.3 eV/Å along $x$ and $y$ and 0.6 eV/Å along $z$. The dipole is diagonal, with $P_{xx}=P_{yy}=2(3)(0.3)=1.8$ eV and $P_{zz}=3.6$ eV. Along $x$, (13) gives $g_0=1.8^2/(27\times1.333)=0.09$ eV. Along $z$ it is 0.36 eV, so the discontinuity is strong.

*Unchanged springs.* The neighbours move out by 0.02723 Å along $x$ and $y$ and by 0.07775 Å along $z$. From (7),
$$E_\infty=-\tfrac12\,[4(0.3)(0.02723)+2(0.6)(0.07775)]=-0.0630\ \text{eV}.$$
The angular average is $\bar g=0.223$ eV, but $\kappa=0.395$ eV. The $1/N$ coefficient at fixed cell is $\kappa/2=0.1975$ eV. A fit to a series of supercells, made without use of $\kappa$, gives the same four digits.

*Stiffened bonds.* Let the six bonds be stiffer by 1 eV/Å$^2$. The displacements fall to 0.02529 and 0.06852 Å. The effective forces are $0.3-0.02529=0.2747$ and $0.6-0.06852=0.5315$ eV/Å, so $\tilde P_{xx}=1.648$ and $\tilde P_{zz}=3.189$ eV. Now $E_\infty=-0.0563$ eV and $\kappa/2=0.1548$ eV. For $N=512$ the supercell gives $-0.055943$ eV. Subtracting $0.1548/512=0.000302$ eV yields $-0.056245$ eV, against $E_\infty=-0.056285$ eV. The error falls from 0.34 to 0.04 meV. For $N=64$ it falls from 4.1 to 1.7 meV, so higher orders still matter there.

*Free cell.* For unchanged springs $P{:}S{:}P/V_0=0.4000$ eV nearly cancels $\kappa=0.3951$ eV, and the coefficient is $-0.0025$ eV. The two results can be used to find out why. Cubic symmetry and a diagonal dipole leave two terms in a quadratic form:
$$\kappa=\alpha_\kappa p^2+\beta_\kappa d^2,\qquad p=\tfrac13\,{\rm tr}\,P,\qquad d^2=\sum_i(P_{ii}-p)^2 .$$
The two defects have $(p^2,d^2)=(5.76,2.16)$ and $(4.6735,1.5823)$ eV$^2$, the second pair from the dipole components 1.6483 and 3.1889 eV. The extra digits are needed because the two equations are nearly proportional. Solving with $\kappa=0.3951$ and $0.3096$ eV gives $\alpha_\kappa\approx0.044$ and $\beta_\kappa\approx0.064$ eV$^{-1}$. The compliance term has the coefficients $3/[(C_{11}+2C_{12})V_0]=0.056$ and $1/[(C_{11}-C_{12})V_0]=0.037$ eV$^{-1}$. The free-cell coefficient is thus negative for the dilatational part and positive for the deviatoric part, and the two nearly cancel for these dipoles. A markedly different ratio of $d$ to $p$, such as a pure dilatation with $d=0$, would not give this cancellation.

A small $1/N$ coefficient does not make a small supercell accurate. At $N=125$ the free-cell energy is $-0.062385$ eV, still 0.6 meV above $E_\infty$, although the $1/N$ term is only $-0.02$ meV. Higher orders supply the rest.

*Zero dipole.* Adding opposite forces of half the size at distance $2a$ cancels the dipole. Between $n=24$ and $n=48$ the energy then changes by $3.0\times10^{-8}$ eV, against $1.3\times10^{-5}$ eV with the dipole. The observed decay exponents in $n$ are 6.85 and 3.06, near the predicted 7 and 3. The numerical output below lists these values.

### Where the result fails

The proof needs a convergent dipole sum and a $C(\mathbf q)$ that is smooth and, away from $\mathbf q=0$, invertible. Long-range electric forces can violate these conditions. So can a metal, the usual host with one atom per cell. With a sharp Fermi surface, the forces and force constants carry a Friedel tail $\cos(2k_FR)/R^3$, and $\mathbf F(\mathbf q)$ and $C(\mathbf q)$ are not smooth where $|\mathbf q+\mathbf G|=2k_F$ for a reciprocal lattice vector $\mathbf G$. This adds a term of the same order $1/N$ that oscillates with $n$. Equation (6) then applies only where temperature or electronic smearing has damped the tail within the supercell. If the stiffness of a long elastic wave vanishes, $K(\hat{\mathbf q})$ is singular in the direction of that wave, and $g_0$ can then diverge. A vanishing bulk modulus need not make $K$ singular, but it makes the compliance $S$ in (d) diverge. Large displacements leave the quadratic regime of (1), and the relaxation energy is no longer given by (5). If the supercell changes shape as it grows, $\kappa$ in general changes with it, and a plot against $1/N$ need not be a straight line. Finally, the theorem concerns the relaxation energy. Size effects in $E_0$, in $F$ and in $\Delta\Phi$ themselves, such as those from overlapping electronic states of neighbouring defects, come in addition.

## Numbers as computed

```
lattice constant (A): 3.0  springs k1, k2 (eV/A^2): 2.0 1.0
Kanzaki forces x, y, z (eV/A): 0.3 0.3 0.6
bond stiffening dk (eV/A^2): 1.0
C11, C12, C44 (eV/A^3): 1.3333 0.3333 0.3333
g0 along 100, 001, 111 (eV): 0.0900 0.3600 0.2520
--- defect with bond stiffening 0.0 eV/A^2 ---
direct minimization, N=125, fixed and free cell (eV): -0.060785 -0.062385
effective forces x, z (eV/A): 0.30000 0.60000
dipole Pxx, Pzz (eV): 1.8000 3.6000
neighbour displacement x, z (A): 0.02723 0.07775
E_inf (eV): -0.062989
angular average of g0 (eV): 0.2229
kappa (eV): 0.3951
P:S:P/V0 (eV): 0.4000
1/N coefficient, fixed cell, continuum (eV): 0.1975
1/N coefficient, fixed cell, supercells (eV): 0.1975
1/N coefficient, free cell, continuum (eV): -0.0025
1/N coefficient, free cell, supercells (eV): -0.0025
--- defect with bond stiffening 1.0 eV/A^2 ---
direct minimization, N=125, fixed and free cell (eV): -0.054535 -0.055815
effective forces x, z (eV/A): 0.27471 0.53148
dipole Pxx, Pzz (eV): 1.6483 3.1889
neighbour displacement x, z (A): 0.02529 0.06852
E_inf (eV): -0.056285
angular average of g0 (eV): 0.1775
kappa (eV): 0.3096
P:S:P/V0 (eV): 0.3182
1/N coefficient, fixed cell, continuum (eV): 0.1548
1/N coefficient, fixed cell, supercells (eV): 0.1548
1/N coefficient, free cell, continuum (eV): -0.0043
1/N coefficient, free cell, supercells (eV): -0.0043
--- stiffened defect, fixed cell: raw and corrected energy ---
N=64: raw, corrected (eV): -0.052193 -0.054611
N=512: raw, corrected (eV): -0.055943 -0.056245
N=4096: raw, corrected (eV): -0.056246 -0.056284
--- energy differences between supercells, unchanged springs ---
with dipole: E(n=12)-E(24), E(24)-E(48) (eV): 1.055e-04 1.266e-05
with dipole: decay exponent in n: 3.058
zero dipole: E(n=12)-E(24), E(24)-E(48) (eV): 3.453e-06 2.985e-08
zero dipole: decay exponent in n: 6.854
```
